# Why Growth per Cycle Can Fall While Surface Reactions Accelerate: a program that tests the result

```python
# Result under test: in a self-limiting cycle (metal trimethyl + water) the
# saturated growth per cycle is (m + h)/(3 rho), and it falls with temperature
# because hydroxyl pairs desorb as water during the purge, although the metal
# reaction itself accelerates.
# h: OH per area; m: methyl per area left at saturation; rho: metal atoms per
# volume of film. Pair-desorption barriers are uniform from E_LOW to E_LOW+WIDTH.
# Units: eV, nm, s, K unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, cumulative_trapezoid, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

KB = const.k / const.e
GAMMA = np.euler_gamma
H_MAX, METHYL = 10.0, 5.0
E_LOW, WIDTH = 0.9, 1.5
E_REACT = 0.25
P_TORR, PULSE, PURGE = 0.1, 0.1, 10.0
FILM_DENSITY = 3.0                      # g/cm3
M_AL, M_O, M_C, M_H = 26.982, 15.999, 12.011, 1.008
M_PRECURSOR = M_AL + 3 * M_C + 9 * M_H
M_WATER = 2 * M_H + M_O
RHO = 2 * FILM_DENSITY * const.N_A / (2 * M_AL + 3 * M_O) * 1e-21
PASCAL = P_TORR * const.torr
rng = np.random.default_rng(7)


def attempt(T):
    return const.k * T / const.h


def flux(T, mass):
    kg = mass * const.atomic_mass
    return PASCAL / np.sqrt(2 * np.pi * kg * const.k * T) * 1e-18


def exposure(T, pulse=PULSE):
    return np.exp(-E_REACT / (KB * T)) * flux(T, M_PRECURSOR) * pulse


# ---- direct road: quadrature over barriers, integrated uptake equation
GRID = np.linspace(E_LOW, E_LOW + WIDTH, 6001)


def oh_direct(T, purge=PURGE, grid=GRID, weight=None, start=1.0):
    weight = np.ones_like(grid) if weight is None else weight
    alive = start * np.exp(-attempt(T) * purge * np.exp(-grid / (KB * T)))
    return H_MAX * trapezoid(weight * alive, grid) / trapezoid(weight, grid)


def growth_direct(T_oh, T_react, pulse=PULSE):
    capacity = (METHYL + oh_direct(T_oh)) / 3
    dose = exposure(T_react, pulse)
    run = solve_ivp(lambda s, x: dose * (1 - x / capacity), (0, 1), [0.0],
                    method="DOP853", rtol=1e-10, atol=1e-12)
    return run.y[0, -1] / RHO


# ---- derived formulas
def threshold(T, purge=PURGE):
    return KB * T * (np.log(attempt(T) * purge) + GAMMA)


def oh_formula(T):
    return H_MAX * (1 - (threshold(T) - E_LOW) / WIDTH)


def ceiling(h):
    return (METHYL + h) / (3 * RHO)


def oh_slope(T):
    log_term = np.log(attempt(T) * PURGE) + GAMMA + 1
    return -H_MAX / WIDTH * KB * log_term


def saturation(T):
    return exposure(T) / ((METHYL + oh_formula(T)) / 3)


def growth_formula(T):
    return ceiling(oh_formula(T)) * (1 - np.exp(-saturation(T)))


# attempt frequency k_B T/(2 pi) in atomic units agrees with k_B T/h
hartree = const.physical_constants["Hartree energy"][0]
au_time = const.physical_constants["atomic unit of time"][0]
nu_au = const.k * 500 / hartree / (2 * np.pi) / au_time
assert abs(nu_au / attempt(500) - 1) < 1e-7

# ligand balance: random order of adsorption and exchange on a finite patch
area = 200
for oh_density in (2, 5, 8):
    oh_left, methyl, metals = oh_density * area, 0, 0
    cap = int(METHYL * area)
    while True:
        can_adsorb = methyl + 3 <= cap
        can_exchange = methyl > 0 and oh_left > 0
        if not (can_adsorb or can_exchange):
            break
        if can_adsorb and (not can_exchange or rng.random() < 0.4):
            methyl, metals = methyl + 3, metals + 1
        else:
            methyl, oh_left = methyl - 1, oh_left - 1
    assert oh_left == 0
    assert abs(metals - (cap + oh_density * area) / 3) <= 1

# surviving hydroxyls: quadrature and random desorption times against formula
temps = np.array([375.0, 425.0, 475.0, 525.0, 575.0])
for T in temps:
    assert abs(oh_direct(T) - oh_formula(T)) < 1e-3
    barriers = rng.uniform(E_LOW, E_LOW + WIDTH, 400000)
    rates = attempt(T) * np.exp(-barriers / (KB * T))
    waits = rng.exponential(size=barriers.size) / rates
    # five standard errors of a survival fraction from 400000 samples
    assert abs(np.mean(waits > PURGE) - oh_formula(T) / H_MAX) < 0.004
    assert abs(growth_direct(T, T) / growth_formula(T) - 1) < 1e-4

# slope of the hydroxyl density, and effect of a tenfold purge
for T in (425.0, 525.0):
    numeric = (oh_direct(T + 1) - oh_direct(T - 1)) / 2
    assert abs(numeric / oh_slope(T) - 1) < 1e-3
decade_oh = H_MAX / WIDTH * KB * 525 * np.log(10)
assert abs(oh_direct(525) - oh_direct(525, 10 * PURGE) - decade_oh) < 1e-3

# uptake law from random impacts on patches that each accept one molecule
patches = 200000
y_cold = saturation(375.0)
hits = rng.integers(0, patches, int(y_cold * patches))
filled = np.unique(hits).size / patches
assert abs(filled - (1 - np.exp(-y_cold))) < 0.005


# maximum of growth: derived condition against direct search
def peak_condition(T):
    y = saturation(T)
    alpha = (E_REACT / (KB * T) - 0.5) / T
    delta = -oh_slope(T) / (METHYL + oh_formula(T))
    return alpha * y - delta * (np.exp(y) - 1 - y)


T_peak = brentq(peak_condition, 375, 500)
search = minimize_scalar(lambda T: -growth_direct(T, T), bounds=(360, 520),
                         method="bounded", options={"xatol": 1e-3})
assert abs(search.x - T_peak) < 0.5

# causal controls: freeze one ingredient at 400 K, heat the other
ladder = (350.0, 400.0, 450.0, 500.0)
only_rate = [growth_direct(400.0, T) for T in ladder]
only_oh = [growth_direct(T, 400.0) for T in ladder]
assert np.all(np.diff(only_rate) > 0) and np.all(np.diff(only_oh) < 0)
gain_cold = growth_direct(375, 375, 4 * PULSE) / growth_direct(375, 375) - 1
gain_hot = growth_direct(575, 575, 4 * PULSE) / growth_direct(575, 575) - 1
assert gain_cold > 0.1 and abs(gain_hot) < 1e-4

g475, g575 = growth_direct(475, 475), growth_direct(575, 575)
drop = g475 - g575
assert drop > 0
speedup = np.exp(-E_REACT / (KB * 575) + E_REACT / (KB * 475))
T_mid = 525.0
E_app = KB * T_mid**2 * oh_slope(T_mid) / (METHYL + oh_formula(T_mid))
log_ratio = np.log(ceiling(oh_direct(526)) / ceiling(oh_direct(524)))
assert abs(KB * T_mid**2 * log_ratio / 2 / E_app - 1) < 2e-3


# ---- neglected effects
def oh_mobile(T):
    """Pairs hop freely and keep a thermal distribution over the sites."""
    kT = KB * T
    mu = np.linspace(E_LOW - 20 * kT, E_LOW + WIDTH, 20001)
    low, high = (mu - E_LOW) / kT, (mu - E_LOW - WIDTH) / kT
    empty = kT / WIDTH * (np.logaddexp(0, low) - np.logaddexp(0, high))
    slope = (expit(low) - expit(high)) / WIDTH
    loss = attempt(T) * empty * np.exp(-mu / kT)
    i = 12000                            # loss rate checked by quadrature
    occupied = expit((GRID - mu[i]) / kT)
    rate = attempt(T) * np.exp(-GRID / kT)
    assert abs(trapezoid(occupied * rate, GRID) / WIDTH / loss[i] - 1) < 1e-3
    time = cumulative_trapezoid(slope / loss, mu, initial=0)
    lost = np.interp(np.log(PURGE), np.log(time[1:]), empty[1:])
    return H_MAX * (1 - lost)


mob475, mob575 = ceiling(oh_mobile(475)), ceiling(oh_mobile(575))
wide = np.linspace(0.0, 3.3, 8001)
center, sigma = E_LOW + WIDTH / 2, WIDTH / np.sqrt(12)
bell = np.exp(-0.5 * ((wide - center) / sigma) ** 2)
gau475 = ceiling(oh_direct(475, grid=wide, weight=bell))
gau575 = ceiling(oh_direct(575, grid=wide, weight=bell))
fast475 = ceiling(oh_direct(475, 100 * PURGE))
fast575 = ceiling(oh_direct(575, 100 * PURGE))
assert mob475 > mob575 and gau475 > gau575 and fast475 > fast575

STICK_WATER = 1e-3
adsorb = STICK_WATER * flux(575, M_WATER) / (H_MAX / 2)
desorb = attempt(575) * np.exp(-GRID / (KB * 575))
start = adsorb / (adsorb + desorb) * (1 - np.exp(-(adsorb + desorb) * PULSE))
short_water = oh_direct(575) - oh_direct(575, start=start)
during_pulse = oh_direct(575) - oh_direct(575, PURGE + PULSE)

# other uptake law: no blocking until all hydroxyls are used up
h375, dose375 = oh_direct(375), exposure(375)
assert dose375 > h375 / 3
rest = 1 - np.exp(-3 * (dose375 - h375 / 3) / METHYL)
other_law = (h375 + METHYL * rest) / (3 * RHO)
denser = g575 * (1 - FILM_DENSITY / (FILM_DENSITY + 0.1))
methyl_cancel = oh_direct(475) - oh_direct(575)
E_DECOMP = 2.0
broken = [1 - np.exp(-attempt(T) * PURGE * np.exp(-E_DECOMP / (KB * T)))
          for T in (575.0, 675.0)]

print(f"full OH density {H_MAX:.1f} nm^-2; methyl limit {METHYL:.1f} nm^-2")
print(f"dehydration barriers {E_LOW:.1f} to {E_LOW + WIDTH:.1f} eV")
print(f"metal-reaction barrier {E_REACT:.2f} eV; pressure {P_TORR} Torr")
print(f"metal pulse {PULSE} s; water pulse {PULSE} s; purge {PURGE:.0f} s")
print(f"film density {FILM_DENSITY} g/cm3; Al density {RHO:.2f} nm^-3")
print("T: K; E*: eV; OH: nm^-2; beta, y: no unit; ceiling, G: nm")
for T in temps:
    beta = np.exp(-E_REACT / (KB * T))
    print(f"T={T:.0f} E*={threshold(T):.3f} OH={oh_direct(T):.2f} "
          f"beta={beta:.2e} y={saturation(T):.2f} "
          f"ceiling={ceiling(oh_direct(T)):.4f} G={growth_direct(T, T):.4f}")
print(f"attempt frequency at 475 K: {attempt(475):.3e} s^-1")
print(f"precursor flux at 475 K: {flux(475, M_PRECURSOR):.3e} nm^-2 s^-1")
print(f"ln(nu t)+gamma at 475 K: {threshold(475) / (KB * 475):.2f}")
print(f"temperature of maximum growth: {T_peak:.1f} K")
print(f"growth at maximum: {growth_direct(T_peak, T_peak):.4f} nm")
print(f"saturation y at maximum: {saturation(T_peak):.2f}")
print(f"growth drop 475 to 575 K: {drop:.4f} nm = {10 * drop:.3f} angstrom")
print(f"relative growth drop 475 to 575 K: {100 * drop / g475:.1f} %")
print(f"relative OH drop: {100 * methyl_cancel / oh_direct(475):.1f} %")
print(f"reaction probability ratio 575/475 K: {speedup:.2f}")
print(f"OH slope at 525 K: {oh_slope(525):.5f} nm^-2/K")
print(f"ceiling slope at 525 K: {oh_slope(525) / (3 * RHO):.3e} nm/K")
print(f"apparent activation energy at 525 K: {E_app:.4f} eV")
print(f"tenfold purge, 525 K: OH loss {decade_oh:.3f} nm^-2")
print(f"tenfold purge, 525 K: growth loss {decade_oh / (3 * RHO):.4f} nm")
print(f"fourfold metal pulse: gain at 375 K {100 * gain_cold:.1f} %")
print(f"fourfold metal pulse: gain at 575 K {100 * gain_hot:.4f} %")
print("controls at 350, 400, 450, 500 K, growth in nm:")
print("  OH frozen:  ", " ".join(f"{g:.4f}" for g in only_rate))
print("  rate frozen:", " ".join(f"{g:.4f}" for g in only_oh))
print("neglected effects, ceilings at 475 and 575 K, then drop, in nm:")
for name, a, b in (("mobile pairs", mob475, mob575),
                   ("Gaussian barriers", gau475, gau575),
                   ("prefactor x100", fast475, fast575)):
    print(f"  {name}: {a:.4f} {b:.4f} {a - b:.4f}")
print(f"Gaussian: center {center:.2f} eV, deviation {sigma:.3f} eV")
print(f"water sticking assumed: {STICK_WATER:.0e}")
print(f"OH missed by water pulse, 575 K: {short_water:.4f} nm^-2")
print(f"OH lost in metal pulse, 575 K, at most: {during_pulse:.4f} nm^-2")
print(f"growth at 375 K with late blocking: {other_law:.4f} nm")
print(f"film denser by 0.1 g/cm3, 575 K: growth loss {denser:.4f} nm")
print(f"methyl rise that cancels the drop: {methyl_cancel:.2f} nm^-2")
print(f"methyl decomposition barrier assumed: {E_DECOMP:.1f} eV")
print(f"methyl decomposed in purge, 575 K: {100 * broken[0]:.3f} %")
print(f"methyl decomposed in purge, 675 K: {100 * broken[1]:.1f} %")
print("verified")
```

It prints:

```
full OH density 10.0 nm^-2; methyl limit 5.0 nm^-2
dehydration barriers 0.9 to 2.4 eV
metal-reaction barrier 0.25 eV; pressure 0.1 Torr
metal pulse 0.1 s; water pulse 0.1 s; purge 10 s
film density 3.0 g/cm3; Al density 35.44 nm^-3
T: K; E*: eV; OH: nm^-2; beta, y: no unit; ceiling, G: nm
T=375 E*=1.052 OH=8.98 beta=4.37e-04 y=2.00 ceiling=0.1315 G=0.1138
T=425 E*=1.197 OH=8.02 beta=1.08e-03 y=5.02 ceiling=0.1224 G=0.1216
T=475 E*=1.343 OH=7.05 beta=2.23e-03 y=10.52 ceiling=0.1133 G=0.1133
T=525 E*=1.489 OH=6.08 beta=3.98e-03 y=19.47 ceiling=0.1042 G=0.1042
T=575 E*=1.635 OH=5.10 beta=6.44e-03 y=32.99 ceiling=0.0950 G=0.0950
attempt frequency at 475 K: 9.897e+12 s^-1
precursor flux at 475 K: 1.898e+05 nm^-2 s^-1
ln(nu t)+gamma at 475 K: 32.80
temperature of maximum growth: 409.6 K
growth at maximum: 0.1226 nm
saturation y at maximum: 3.86
growth drop 475 to 575 K: 0.0183 nm = 0.183 angstrom
relative growth drop 475 to 575 K: 16.2 %
relative OH drop: 27.6 %
reaction probability ratio 575/475 K: 2.89
OH slope at 525 K: -0.01948 nm^-2/K
ceiling slope at 525 K: -1.832e-04 nm/K
apparent activation energy at 525 K: -0.0418 eV
tenfold purge, 525 K: OH loss 0.694 nm^-2
tenfold purge, 525 K: growth loss 0.0065 nm
fourfold metal pulse: gain at 375 K 15.6 %
fourfold metal pulse: gain at 575 K -0.0000 %
controls at 350, 400, 450, 500 K, growth in nm:
  OH frozen:   0.0901 0.1221 0.1269 0.1270
  rate frozen: 0.1295 0.1221 0.1144 0.1063
neglected effects, ceilings at 475 and 575 K, then drop, in nm:
  mobile pairs: 0.1085 0.0882 0.0203
  Gaussian barriers: 0.1185 0.0954 0.0231
  prefactor x100: 0.1015 0.0807 0.0208
Gaussian: center 1.65 eV, deviation 0.433 eV
water sticking assumed: 1e-03
OH missed by water pulse, 575 K: 0.0056 nm^-2
OH lost in metal pulse, 575 K, at most: 0.0033 nm^-2
growth at 375 K with late blocking: 0.1305 nm
film denser by 0.1 g/cm3, 575 K: growth loss 0.0031 nm
methyl rise that cancels the drop: 1.95 nm^-2
methyl decomposition barrier assumed: 2.0 eV
methyl decomposed in purge, 575 K: 0.035 %
methyl decomposed in purge, 675 K: 15.1 %
verified
```
